Heat Division Between the Electrodes of a Coherent Junction, part 1

(Sections cited here and not found follow in the second part.)

**First half. The heat balance and its linear part**

A model silicon nanowire transistor at 300 K carries 2.76 µA under a bias of 10 mV, so the supply delivers 27.6 nW. The drain releases 40.5 nW, which is more than the supply delivers. The source absorbs the missing 12.9 nW from its lattice. The two heats still add up to current times voltage, but they are far from equal, and they do not even share a sign.

The reason is that the sum and the difference of the two heats obey different laws. At small bias the sum is quadratic in the voltage, whereas the difference is linear, with a coefficient fixed by the Peltier effect of the junction.

**Setting and conventions**

Two large electrodes, L and R, are joined by a small junction. The algebra uses atomic units, so ħ, the elementary charge and the electron mass are 1. Temperature appears as the energy kT. The electrochemical potentials are μ_L and μ_R, and the bias is the energy difference

V = μ_L − μ_R.

In electronvolts V has the same numerical value as the voltage in volts. Positive V drives electrons from L to R. J is the number of electrons passing from L to R per unit time. The conventional electric current from L to R is −J, since an electron has charge −1. The product JV is the electrical power, positive when electrons flow down the electrochemical potential.

The assumptions are these.

(A1) The state is steady: the charge and energy stored in the junction do not change in time.

(A2) Electrons cross elastically, as independent particles in a static potential. The potential may be a self-consistent mean field and may depend on V. The one-electron energy E, which includes the potential energy, is the energy an electron takes from one large electrode and brings to the other.

(A3) Electrons arriving at the junction from electrode a, with a = L or R, have the Fermi occupation

f_a(E) = 1/(exp((E − μ_a)/kT_a) + 1),

and are uncorrelated with those from the other electrode. Electrons that enter an electrode relax fully there.

(A4) The circuit keeps each electrode's electron number fixed. It exchanges electrons with electrode a at mean energy μ_a.

Assumption A4 says where the accounting stops: the connecting wires carry no Peltier heat of their own. The second half removes this restriction.

The heat released per unit time in electrode a is defined by

Q_a = dE_a/dt − μ_a dN_a/dt,

where the two rates are those due to the junction alone. The second term is the energy exchanged with the circuit in keeping N_a fixed. What remains must leave as heat if the electrode is to stay in the same thermal state. A negative Q_a means that the electrode draws heat from its lattice.

**Theorem.** Let τ(E,V) be the transmission summed over orbital channels, spin not included.

(i) Under A1 to A4, at any bias and for any two electrode temperatures,

Q_L + Q_R = JV.

(ii) Let both electrodes also have the same temperature T > 0, and let the thermal average k(V) defined below be continuous at V = 0. Then

Q_R − Q_L = 2K₁V + o(V),

where o(V) vanishes faster than V. K₁V is the linear Peltier heat current from L to R. If the same thermal average without the factor ε is also continuous at V = 0, K₁V equals PJ to this order, with P = K₁/K₀, and

K_n = (1/π) ∫ (E − μ)ⁿ τ(E,0) (−f′(E)) dE.

Here μ is the common electrochemical potential at zero bias, f is the Fermi function at that potential, and the prime is a derivative with respect to energy. The ratio P is defined when K₀ > 0, that is, when the junction conducts.

**Lemma 1 (currents).** Under A1 to A3,

J = (1/π) ∫ τ (f_L − f_R) dE,

and the energy current from L to R is

J_E = (1/π) ∫ E τ (f_L − f_R) dE.

*Proof.* Take one channel of an electrode, with wave number k and speed v = dE/dk. For one spin there is one state per 2π of length times wave number. The density of electrons moving towards the junction in the interval dk is therefore f_a dk/(2π) per unit length. Multiplication by the speed gives the arrival rate

v f_a dk/(2π) = f_a dE/(2π).

Two spins double this to f_a dE/π.

At energy E let L have N_L open channels and R have N_R. Use amplitudes whose squared magnitude is a particle flux. An incoming set of amplitudes a_L, a_R produces the outgoing amplitudes

b_L = r a_L + t′ a_R,

b_R = t a_L + r′ a_R,

where r and r′ are reflection matrices, and t and t′ are transmission matrices. Elastic scattering conserves flux for every incoming combination, so the square matrix S built from these blocks obeys S†S = 1. A finite square matrix with this property also obeys SS† = 1. The R-to-R block of the second identity is

t t† + r′ r′† = 1.

Write Tr for the sum of diagonal elements, and define τ = Tr(t t†). The trace of the last equation gives

Tr(r′ r′†) = N_R − τ.

Incoming channels of the same electrode are occupied independently with probability f_a, and the two electrodes are uncorrelated. No interference terms survive in the average. The total occupation of the outgoing channels in R is thus

τ f_L + (N_R − τ) f_R.

The channels of R that come towards the junction have total occupation N_R f_R. Subtracting it leaves the net flow into R,

τ f_L + (N_R − τ) f_R − N_R f_R = τ (f_L − f_R).

Multiplication by dE/π and integration give J. Each electron carries the energy E, which is unchanged in crossing, so a factor E under the integral gives J_E.

The flow out of L must be the same. The L-to-L block of SS† = 1 gives a net flow out of L equal to τ′(f_L − f_R), with τ′ = Tr(t′ t′†). The R-to-R block of S†S = 1 reads

t′† t′ + r′† r′ = 1,

so τ′ = N_R − Tr(r′† r′). Since Tr(r′† r′) = Tr(r′ r′†) = N_R − τ, it follows that τ′ = τ. ∎

The proof contains no factor such as 1 − f_R for a vacant final state. Transmission and reflection into an outgoing channel together form a unitary process, and the exclusion principle is already respected by the occupation found above. The equality τ′ = τ came from unitarity with two electrodes, so it also holds in a magnetic field.

**Lemma 2 (heat in each electrode).** Under A1 to A4,

Q_L = (1/π) ∫ (μ_L − E) τ (f_L − f_R) dE,

Q_R = (1/π) ∫ (E − μ_R) τ (f_L − f_R) dE.

*Proof.* Electrode L loses J electrons and the energy J_E per unit time, so dN_L/dt = −J and dE_L/dt = −J_E. The definition of heat gives

Q_L = −J_E + μ_L J.

Electrode R gains what L loses, hence

Q_R = J_E − μ_R J.

Insertion of Lemma 1 gives the two integrals. ∎

For a single electron the meaning is direct. If it leaves L below μ_L, it leaves a vacancy there. The circuit supplies an electron at μ_L, and filling the vacancy releases μ_L − E. If it leaves L above μ_L, the replacement arrives with too little energy, and L must draw E − μ_L from its lattice. In R the electron arrives at E, and an electron is eventually removed at μ_R, so E − μ_R remains as heat.

**Proof of part (i).** Add the two results of Lemma 2. The energy current cancels:

Q_L + Q_R = −J_E + μ_L J + J_E − μ_R J = (μ_L − μ_R) J = JV. ∎

The form of τ played no part, and neither did the electrode temperatures. The cancellation expresses energy conservation: all energy that leaves L arrives in R. If electrons also gave the heat Q_J to vibrations inside the junction, R would receive Q_J less than L loses, and the same addition would give

Q_L + Q_R = JV − Q_J.

The sum over the two electrodes alone then fails, while the total heat still equals JV.

At equal temperatures the sum cannot be negative. For V > 0 one has f_L > f_R at every energy, and τ is never negative, so J ≥ 0. For V < 0 both signs reverse. One electrode may cool, but the total is dissipation. At unequal temperatures JV may be negative: the junction then works as a generator, and the sum rule states that the delivered power is taken from the heat of the electrodes.

**A numerical test from the definition**

Part (i) and Lemma 2 can be tested without using a transmission to find the heats. Take two chains of 400 sites each, joined through two further sites. Energies are in units of the hopping strength, ħ = 1, and one spin is counted. The site levels are 0.3 in L, 0.9 and 0.6 on the two junction sites, and −0.3 in R. The chains are first filled separately, with μ_L = −0.7, μ_R = −1.3, kT_L = 0.15 and kT_R = 0.25, while the junction sites are empty. The chains are then joined and the electrons evolve in time.

The energy and electron number of each chain are compared at times 160 and 320. The greatest speed is two sites per unit time, so a signal needs a time of 400 to reach the far end of a chain and return. The chains therefore still act as large electrodes in this interval.

The definition of heat applied to the evolved state gives Q_L = 0.013037 and Q_R = 0.017960. The integrals of Lemma 2, with 1/(2π) in place of 1/π for one spin, give the same printed digits. The sum is 0.030997, and so is JV, although the two temperatures differ.

**The difference of the heats**

Let m = (μ_L + μ_R)/2 be the mean electrochemical potential and ε = E − m the energy measured from it. Subtracting the results of Lemma 2 gives

Q_R − Q_L = 2J_E − (μ_L + μ_R) J = 2(J_E − mJ).

Call the difference D. With Lemma 1,

D = (2/π) ∫ ε τ (f_L − f_R) dε.

This holds at any bias. Together with part (i) it determines each heat:

Q_L = (JV − D)/2,

Q_R = (JV + D)/2.

Half of the electrical power goes to each electrode, and D/2 is moved from L to R.

**Lemma 3 (expansion in the bias).** Let the temperatures be equal, and let f(ε) = 1/(exp(ε/kT) + 1). Define

k(V) = (1/π) ∫ ε τ(ε,V) (−f′(ε)) dε,

with τ now written as a function of the energy from m. Then

D = 2V k(V) + O(V³).

*Proof.* Since μ_L = m + V/2 and μ_R = m − V/2,

f_L − f_R = f(ε − V/2) − f(ε + V/2).

The Taylor series of the two terms are

f(ε ∓ V/2) = f ∓ (V/2) f′ + (V²/8) f″ ∓ (V³/48) f‴ + …

In the difference the even terms cancel and the odd terms double:

f_L − f_R = −V f′ − (V³/24) f‴ + …

The first term, put into D, gives 2V k(V). The remainder in Taylor's theorem has the form of the second term, with f‴ taken at points shifted from ε by at most |V|/2. The transmission cannot exceed the number of open channels, which is assumed to grow no faster than a power of the energy, while f‴ falls exponentially on both sides. The remaining integral is therefore finite, and its contribution is of order V³. ∎

**Proof of part (ii).** If k is continuous at V = 0, then k(V) tends to k(0) = K₁, and Lemma 3 gives

D = 2K₁V + o(V).

The same expansion without the factor 2ε gives J = K₀V + o(V), provided the corresponding average of τ is also continuous. Dividing, K₁V = PJ to linear order, and D = 2PJ to that order.

The heat current through the junction is the energy current minus μ times the particle current,

J_Q = J_E − μJ.

At finite bias μ might be taken as μ_L, μ_R or m. These choices differ by at most |V|, so they change J_Q by at most |VJ|, which is of second order. With μ = m the equation for D reads D = 2J_Q. The linear part of J_Q at equal temperatures is by definition the Peltier heat current, and here it is K₁V. ∎

The factor 2 arises because the same heat is counted twice: it is missing in L and present in R.

The way in which V is shared between the electrodes does not matter at this order. Raising μ_L by V, lowering μ_R by V, or splitting the change shifts m relative to the junction by different amounts, each of order V. For a transmission whose thermal average changes smoothly, this changes k by order V and D by order V².

A second run of the joined chains tests part (ii). Now kT = 0.15 on both sides, the biases are +0.05 and −0.05, and the lead levels follow the electrochemical potentials. The part of D odd in V, divided by twice the odd part of J, gives P = 0.04998 in hopping units. The integrals K₁/K₀ give 0.04982. The two differ by 0.3 percent of P, which is of the order (V/kT)²/24 = 0.005 expected from the first omitted term of the Fermi functions.

**Second half. The Peltier coefficient, the next order and a nanowire**

Electrons flow from L to R at the rate J under the bias V = μ_L − μ_R, and the heats released in the electrodes are Q_L and Q_R. The first half showed that Q_L + Q_R = JV and that D = Q_R − Q_L obeys D = 2V k(V) + O(V³) at equal temperatures. Here k(V) = (1/π)∫ε τ(ε,V)(−f′)dε, ε is the energy from the mean electrochemical potential m, τ is the transmission summed over orbital channels, and f is the equilibrium Fermi function. Further, K₁ = k(0), K₀ is the same integral at V = 0 without the factor ε, and P = K₁/K₀. Atomic units are used in the algebra.

**Corollary 1 (P from a thermovoltage).** If T_L − T_R = δ is small and no current flows, then V = −Pδ/T to linear order.

*Proof.* The Fermi function depends on ε/kT, so

∂f/∂T = −(ε/T) f′.

To linear order in V and δ the two occupations therefore differ by

f_L − f_R = (−f′)(V + εδ/T).

Inserting this into the current integral gives

J = K₀V + K₁δ/T.

Setting J = 0 gives V = −(K₁/K₀)δ/T = −Pδ/T. ∎

P is thus the mean energy above μ carried per electron in linear response, and it also fixes the open-circuit voltage. In ordinary units, with e the positive elementary charge, the thermopower is S = −P/(eT) and the Peltier coefficient is Π = TS = −P/e. The conventional current is −eJ, so Π times this current is PJ. The two minus signs cancel.

The same occupation difference shows why part (ii) needs equal temperatures. It gives

D = 2K₁V + 2K₂δ/T,

where K₂ contains ε² in its integral. The second term is heat carried by the temperature difference, and it is present even at V = 0.

**Remark (real wires).** Suppose the circuit wires on both sides carry the mean energy P_w per electron above the local electrochemical potential. L then receives an additional P_w J from its wire, and R loses P_w J to its wire. The sum is unchanged, while

D = 2(P − P_w)J

to linear order. This is the usual rule that a contact between two conductors responds to the difference of their Peltier coefficients.

At any bias the heats in the two electrodes add up to JV, and at equal temperatures their difference is 2K₁V to linear order, with P = K₁/K₀ also fixing the thermovoltage. What remains is the next order in V, the limits of source cooling, and the numbers for the silicon nanowire with their range of validity.

Numbers in the example were calculated in double precision.
